# Direct neutral flux at the centre and corner of a trench floor

## The situation

A trench is cut into a flat wafer. It has vertical walls, a flat floor, width $w$, depth $d$ and infinite length; its aspect ratio is $A=d/w$. The gas above supplies neutrals with the same intensity $I$ in every downward direction. Here $I$ is the number of neutrals crossing per unit time, per unit area perpendicular to their flight and per unit solid angle. Inside the trench the neutrals fly straight and do not collide with one another.

The direct flux at a floor point counts the neutrals that arrive from the mouth without having touched any surface of the trench. Let $x$ be the distance of the floor point from the left wall, so that $0\le x\le w$. "Corner" means the floor in the limit $x\to0$, with the receiving surface still horizontal. The flux received by an open, flat part of the wafer is called $\Gamma_0$.

## Part (a): the flux at any floor point

**Question.** Express $\Gamma_0$ in terms of $I$, and find the direct flux $F(x)$.

**Answer.** A neutral arriving at angle $\theta$ to the vertical sees a horizontal area reduced by the factor $\cos\theta$. The open surface receives from the whole upper hemisphere, so

$$\Gamma_0=\int I\cos\theta\,d\Omega=2\pi I\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi I .$$

For the floor point, divide the mouth into elements $du\,dy$, where $u$ is the horizontal offset across the trench and $y$ the offset along it. The distance to an element is $r=\sqrt{u^2+y^2+d^2}$, and $\cos\theta=d/r$. The element is horizontal, so it is tilted by the same angle $\theta$ to the line of sight and fills the solid angle $d\Omega=\cos\theta\,du\,dy/r^2$. Intensity is conserved along a straight, collisionless flight. The contribution of the element is therefore

$$dF=I\cos\theta\,d\Omega=\frac{\Gamma_0}{\pi}\,\frac{d^2\,du\,dy}{(u^2+y^2+d^2)^2}.$$

One factor $\cos\theta$ belongs to the receiving floor and the other to the mouth element. No element is hidden, because a straight line from the floor to the mouth of a rectangular trench stays inside it.

Integrate first along the trench. With $a^2=u^2+d^2$ and $y=a\tan\varphi$, we have $dy=a\,d\varphi/\cos^2\varphi$ and $a^2+y^2=a^2/\cos^2\varphi$, so that

$$\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\frac{\pi}{2a^3}.$$

A strip of mouth of width $du$ thus contributes $\Gamma_0d^2du/[2(u^2+d^2)^{3/2}]$. To integrate across the mouth, note that

$$\frac{d}{du}\frac{u}{\sqrt{u^2+d^2}}=\frac{(u^2+d^2)-u^2}{(u^2+d^2)^{3/2}}=\frac{d^2}{(u^2+d^2)^{3/2}}.$$

Seen from $x$, the mouth runs from $u=-x$ to $u=w-x$. The lower limit is negative, and subtracting its value gives a plus sign:

$$F(x)=\frac{\Gamma_0}{2}\left[\frac{x}{\sqrt{x^2+d^2}}+\frac{w-x}{\sqrt{(w-x)^2+d^2}}\right].$$

Each fraction is the sine of the angle between the vertical and the line to one mouth edge, measured in the cross-section. The direct flux is half the sum of the two sines.

## Part (b): aspect ratio one

**Question.** Find the centre flux $F_c$, the corner flux $F_k$ and their ratio $R=F_c/F_k$ for general $A$. Evaluate them for $A=1$, and find the limit of a very shallow trench.

**Answer.** At the centre, $x=w/2$ and the two terms are equal:

$$F_c=\Gamma_0\frac{w/2}{\sqrt{w^2/4+d^2}}=\frac{\Gamma_0}{\sqrt{1+4A^2}},$$

where numerator and denominator were multiplied by $2/w$. At the corner the first term vanishes and the second has $w-x=w$:

$$F_k=\frac{\Gamma_0}{2}\frac{w}{\sqrt{w^2+d^2}}=\frac{\Gamma_0}{2\sqrt{1+A^2}}.$$

Division gives

$$R=2\sqrt{\frac{1+A^2}{1+4A^2}} .$$

For $A=1$,

$$\frac{F_c}{\Gamma_0}=\frac1{\sqrt5}=0.447,\qquad \frac{F_k}{\Gamma_0}=\frac1{2\sqrt2}=0.354,\qquad R=2\sqrt{\tfrac25}=1.265 .$$

The corner receives 21% less than the centre. It has lost one side of its view to the adjacent wall. It sees the far mouth edge at a wider angle than the centre does, but this makes up for only part of the loss.

As $A\to0$, $F_c\to\Gamma_0$ and $F_k\to\Gamma_0/2$, so $R\to2$. The centre then sees the full hemisphere, while the corner still has a wall covering half of its sky.

## Part (c): the rest of the floor

**Question.** Show that the centre and the corners are the extremes of the direct flux on the floor. Find also the floor average.

**Answer.** Write $f(t)=t(t^2+d^2)^{-1/2}$, so that $F(x)=\tfrac12\Gamma_0[f(x)+f(w-x)]$. From part (a), $f'(t)=d^2(t^2+d^2)^{-3/2}$, and one more derivative gives

$$f''(t)=-\frac{3d^2t}{(t^2+d^2)^{5/2}} .$$

Differentiating $f(w-x)$ twice with respect to $x$ brings two minus signs, which cancel. Hence

$$F''(x)=-\frac{3\Gamma_0d^2}{2}\left[\frac{x}{(x^2+d^2)^{5/2}}+\frac{w-x}{((w-x)^2+d^2)^{5/2}}\right]<0 .$$

The bracket is positive because $x$ and $w-x$ are not negative and cannot both be zero. The slope $F'$ therefore falls steadily across the floor. By mirror symmetry it is zero at $x=w/2$, so it is positive to the left of the centre and negative to the right. The centre is the maximum and the two corners are the minima. The ratio $R$ thus measures the largest unevenness of the direct flux over the whole floor.

For the average, the two terms of $F$ have equal integrals, as the substitution $x\to w-x$ shows:

$$\bar F=\frac{\Gamma_0}{w}\int_0^w\frac{t\,dt}{\sqrt{t^2+d^2}}=\frac{\Gamma_0}{w}\left[\sqrt{w^2+d^2}-d\right]=\Gamma_0\left[\sqrt{1+A^2}-A\right].$$

Neutrals enter at the rate $\Gamma_0w$ per unit length of trench, so $\bar F/\Gamma_0$ is also the fraction of them that reach the floor directly. For $A=1$ it is $\sqrt2-1=0.4142$. A simulation of 1.5 million neutrals, entering evenly across the mouth with cosine-distributed directions, gave 0.4141.

## Part (d): deep trenches

**Question.** Show that $R\to1$ as $A\to\infty$, and find how fast. What happens to the fluxes themselves? At what aspect ratio does the centre exceed the corner by 1%?

**Answer.** Square the ratio and split the numerator, using $4(1+A^2)=(1+4A^2)+3$:

$$R^2=\frac{4(1+A^2)}{1+4A^2}=1+\frac{3}{1+4A^2}.$$

So $R>1$ at every finite depth. For $\varepsilon>0$, $(1+\varepsilon/2)^2=1+\varepsilon+\varepsilon^2/4>1+\varepsilon$, which means $\sqrt{1+\varepsilon}<1+\varepsilon/2$. With $\varepsilon=3/(1+4A^2)$,

$$0<R-1<\frac{3}{2(1+4A^2)}<\frac{3}{8A^2}.$$

The right-hand side tends to zero, which proves that $R\to1$. The bound also has the correct leading coefficient. Since $R^2-1=(R-1)(R+1)$,

$$A^2(R-1)=\frac{3A^2}{(1+4A^2)(R+1)}\longrightarrow\frac{3}{4\cdot2}=\frac38 .$$

Direct integration over the mouth at $A=20$ gives 0.3746 for the left-hand side, already close to 0.375.

The fluxes do not recover. Both formulas of part (b) give $F\simeq\Gamma_0/(2A)$ for large $A$. The geometry shows why they agree. For a small angle the sine is close to the tangent. The centre sees two edges with tangents $w/(2d)$ each, and the corner sees one edge with tangent $w/d$, so the sums are equal. The difference comes from the next term, $\sin\theta=\tan\theta-\tfrac12\tan^3\theta+\dots$, which gives

$$\frac{F_c}{\Gamma_0}=\frac1{2A}-\frac1{16A^3}+\dots,\qquad \frac{F_k}{\Gamma_0}=\frac1{2A}-\frac1{4A^3}+\dots$$

The cubic term takes more from one wide angle than from two narrow ones. A ratio near unity thus means an even direct flux, and at the same time a weak one.

| $A$ | $F_c/\Gamma_0$ | $F_k/\Gamma_0$ | $R$ |
|---|---|---|---|
| 1 | 0.4472 | 0.3536 | 1.2649 |
| 2 | 0.2425 | 0.2236 | 1.0847 |
| 5 | 0.0995 | 0.0981 | 1.0147 |
| 10 | 0.0499 | 0.0498 | 1.0037 |

For $R=1.01$ we need $3/(1+4A^2)=1.01^2-1=0.0201$. Solving for $A$,

$$A=\frac12\sqrt{\frac{3}{0.0201}-1}=6.09 .$$

## Part (e): fluorine atoms in a silicon trench

**Question.** A trench 200 nm wide is etched with fluorine atoms of mass 18.998 u. Their partial pressure is 2 mTorr and the gas temperature is 500 K. Find the direct fluxes at depths of 200 nm and 2000 nm, with the width and the gas held fixed.

**Answer.** A Maxwellian gas of density $n=p/k_BT$ and mean speed $\bar v=\sqrt{8k_BT/\pi m}$ sends the flux $n\bar v/4$ onto a surface:

$$\Gamma_0=\frac{p}{4k_BT}\sqrt{\frac{8k_BT}{\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

With $p$, $m$ and $k_BT$ in SI units and a factor $10^{-4}$ to pass from m$^{-2}$ to cm$^{-2}$, this is $7.21\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}$.

At 200 nm depth, $A=1$, and

$$F_c=0.4472\times7.21\times10^{17}=3.22\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}},$$
$$F_k=0.3536\times7.21\times10^{17}=2.55\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}.$$

At 2000 nm depth, $A=10$, and the fluxes are $3.60\times10^{16}$ and $3.59\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$. The third digit is kept to show the difference; the rough gas data do not fix the absolute flux that well. The tenfold deeper trench has a nearly even direct flux, but only about 5% of the open one. The 1% criterion is met at a depth of $6.09\times200\ \mathrm{nm}\approx1220$ nm.

## Part (f): what the direct flux leaves out

**Question.** Suppose that a fluorine atom reacts with probability $s$ at each hit on wall or floor, and otherwise leaves again in a cosine distribution. How does this change the comparison? Judge the other assumptions for the trench of part (e).

**Answer.** The total flux $G$ arriving at a surface point is the direct flux there plus the re-emitted flux from every other point:

$$G(\mathbf r)=F(\mathbf r)+(1-s)\int K(\mathbf r,\mathbf r')\,G(\mathbf r')\,d\ell' .$$

Here $F$ is the direct flux at the point, on wall or floor, $\ell'$ runs along the walls and floor of the cross-section, and $K\,d\ell'$ is the fraction of the view from $\mathbf r$, weighted by the cosine, that is filled by the piece $d\ell'$. For $s=1$ the direct result returns. Numerical solution gives, in units of $\Gamma_0$:

| $A$ | $s$ | centre | corner | ratio |
|---|---|---|---|---|
| 1 | 1 | 0.447 | 0.354 | 1.265 |
| 1 | 0.5 | 0.576 | 0.476 | 1.211 |
| 1 | 0.1 | 0.855 | 0.809 | 1.057 |
| 10 | 0.1 | 0.168 | 0.172 | 0.975 |

At $A=1$ and $s=0.1$, re-emission nearly doubles the centre flux and more than doubles the corner flux, so most of the contrast disappears. At $A=10$ the order is reversed: the centre now receives about 2.5% less than the corner. Subtracting the direct parts leaves a re-emitted flux of 0.118 at the centre and 0.122 at the corner, and this difference outweighs the tiny direct one. The proof of $R\to1$ in part (d) concerns the direct flux only and does not settle how the total flux behaves.

The other assumptions matter less here:

- **Gas collisions.** For a total pressure of 20 mTorr and a rough collision cross-section of 0.4 nm², the mean free path $k_BT/(\sqrt2\,\sigma p)$ is about 4.6 mm. The depths are $4\times10^{-5}$ and $4\times10^{-4}$ of it, so collisions inside the trench are negligible.
- **Finite length.** At the middle of a trench 2000 nm long and 200 nm deep, both direct fluxes fall by less than 0.5%, and $R$ becomes 1.266. The law $\Gamma_0/(2A)$ needs a length much greater than the depth, so the values for 2000 nm depth require a far longer trench.
- **Wall taper.** If the walls open upwards by 1 degree over a floor of fixed width, at $A=1$ the direct fluxes rise by about 3% and $R$ becomes 1.258. At $A=10$ the same taper matters much more for the fluxes: the mouth widens by the fraction $2A\tan1^\circ=0.35$, and the direct fluxes, which in a deep trench are nearly proportional to the mouth width, rise by about 35%.
- **Isotropy.** A wafer that consumes neutrals draws a net flow towards itself, which favours steep arrival. In a diffusion estimate the intensity varies as $1+c\cos\theta$. If a fraction $\beta$ of the arriving neutrals is consumed, the net flow is $J=\beta\Gamma_0$. The angular density $(n+3J\cos\theta/\bar v)/4\pi$ gives $\Gamma_0=n\bar v/4+J/2$, hence $c=3J/(n\bar v)=3\beta/(4-2\beta)$. The trench with $A=1$ and $s=0.1$ consumes $\beta=0.248$ of what enters. If the whole wafer did so, the direct ratio would be 1.276; for $\beta=1$ it would be 1.307. At $\beta=1$ the linear form is stretched beyond its range, since $c=1.5$ makes it negative for steep outgoing directions; the exact angular distribution at a fully absorbing wall with isotropic gas scattering gives 1.308, so the estimate of the ratio survives.

The width, pressures and temperature are rough values in the regime of plasma etching of silicon, and $s=0.1$ is an illustrative value for fluorine on silicon under ion bombardment. Without ions the reaction probability is usually much smaller, often of order 0.01 or below, but reported values spread widely with flux and feed gas and are higher in SF$_6$ plasmas. The assumption that such a process breaks most strongly is that only first arrivals count: at $A=1$ it moves the centre flux from 0.447 to 0.855 of the open flux. A single $s$ for walls and floor is itself a simplification, since ions strike mainly the floor and can raise its reactivity. The reversed order at $A=10$ depends on it: with $s=0.1$ on the floor but 0.01 on the walls, the same equation gives about 0.57 at the centre and 0.56 at the corner, so the centre is slightly ahead again. Nor is a neutral flux an etch rate, which also depends on the ions. The direct result describes the total neutral supply well when nearly every hit leads to reaction or sticking.

## Numbers as computed

```
trench width 200 nm, depths 200 and 2000 nm
total pressure 20 mTorr, F atoms 2 mTorr
gas temperature 500 K, F mass 18.998 u
open-surface F flux: 7.208e+17 cm^-2 s^-1
direct flux / open flux: A, centre, corner, ratio (dimensionless)
  A=   1  0.44721  0.35355  1.26491
  A=   2  0.24254  0.22361  1.08465
  A=   5  0.09950  0.09806  1.01474
  A=  10  0.04994  0.04975  1.00373
  A=  20  0.02499  0.02497  1.00094
A=1 direct flux, centre: 3.224e+17, corner: 2.549e+17 cm^-2 s^-1
A=10 direct flux, centre: 3.600e+16, corner: 3.586e+16 cm^-2 s^-1
floor mean of direct flux / open flux, A=1: 0.41421
simulated floor mean, A=1: 0.4141
simulated central strip: 0.4484, formula 0.4471
simulated corner strips: 0.3594, formula 0.3615
A^2*(ratio-1) at A=20, integrated: 0.37459
A at which ratio is 1.01: 6.088
depth for ratio 1.01 at this width: 1218 nm
total flux / open flux with re-emission: centre, corner, ratio
  A= 1, reaction probability 1.0: 0.447 0.354 1.265
  A= 1, reaction probability 0.5: 0.576 0.476 1.211
  A= 1, reaction probability 0.1: 0.855 0.809 1.057
  A=10, reaction probability 0.1: 0.168 0.172 0.975
rough collision cross-section: 0.4 nm^2
mean free path: 4.58 mm
depth 200 nm / mean free path: 4.4e-05
depth 2000 nm / mean free path: 4.4e-04
trench length 2000 nm, A=1, mid-length: centre 0.44560, corner 0.35196, ratio 1.26606
wall taper 1 degree, A=1: centre 0.4596, corner 0.3653, ratio 1.2580
fraction taken up by A=1 trench, reaction probability 0.1: 0.248
direct ratio, A=1, forward peaking at that uptake: 1.2760
direct ratio, A=1, forward peaking at full uptake: 1.3072
```
